# Stadium Nanosheet Subbands from Particular Solutions with Interior Normalization

## A slab small enough to solve by hand

Take an electron of mass \(m\) between hard walls at \(x=\pm T/2\). Its wavefunction obeys \(-\psi''=k^2\psi\) inside, vanishes at both walls, and has energy \(E=\hbar^2k^2/2m\).

The method of particular solutions reverses the usual order of work. It starts from functions that satisfy the differential equation at a trial \(k\), and then looks for the \(k\) at which some combination also satisfies the boundary condition. For even states one such function is \(\cos kx\). With \(\alpha=kT/2\), its wall value \(\cos\alpha\) first vanishes at \(\alpha=\pi/2\), so \(k=\pi/T\).

Now add a second even solution, the average of two displaced cosines:
\[
\tfrac12[\cos k(x+s)+\cos k(x-s)]=\cos ks\,\cos kx .
\]
It is the first function in disguise. The wall values of the two functions form the row
\[
A_B=(\cos\alpha,\ \cos ks\cos\alpha).
\]
The coefficients \(c=(\cos ks,\,-1)^T\) give \(A_Bc=0\) at every \(k\). This is no bound state: the combination is zero everywhere. A search based on wall values alone would accept every energy.

The cure is to record the function at an interior point too. At \(x=0\) the two functions equal \(1\) and \(\cos ks\), so the stacked matrix is
\[
A=\begin{pmatrix}\cos\alpha&\cos ks\cos\alpha\\ 1&\cos ks\end{pmatrix}
=\begin{pmatrix}\cos\alpha\\1\end{pmatrix}(1,\ \cos ks).
\]
Its columns span one direction, with unit vector \((\cos\alpha,1)^T/\sqrt{1+\cos^2\alpha}\). The wall component of that vector has size
\[
\sigma(k)=\frac{|\cos\alpha|}{\sqrt{1+\cos^2\alpha}} .
\]
This vanishes at the even levels and nowhere else. The duplicate function has done no harm.

The interior point must be chosen with care. For the odd solution \(\sin kx\), the point \(x=0\) records zero at every \(k\) and normalizes nothing. The point \(x=T/4\) gives the ratio of wall to interior value
\[
\frac{|\sin\alpha|}{|\sin(\alpha/2)|}=2|\cos(\alpha/2)| ,
\]
which vanishes at \(\alpha=\pi\), the first odd level. It misses the next one, \(\alpha=2\pi\), because that state has a node at \(T/4\). Many scattered interior points avoid such accidents.

## The nanosheet problem

The sheet's cross-section \(\Omega\) is a stadium: a rectangle of length \(2a\) and height \(2R\), closed by half discs of radius \(R\). Its width is \(W=2a+2R\), its thickness \(T=2R\), and its area \(A=4aR+\pi R^2\). Let \(x\) run along the width, \(y\) along the thickness and \(z\) along the channel, with the origin at the centre.

Consider a silicon valley whose long axis lies along the channel, with all sheet axes along cube directions. Both cross-section masses are then the transverse mass \(m_t\), and the mass along \(z\) is \(m_l\). With a constant potential inside and hard walls, put \(\Psi=\psi(x,y)e^{iqz}\) in the effective-mass equation. The \(z\) derivative contributes \(\hbar^2q^2/2m_l\), leaving
\[
-\nabla^2\psi=k^2\psi\ \text{in }\Omega,\qquad \psi=0\ \text{on }\partial\Omega,
\]
\[
E(q)=\frac{\hbar^2k^2}{2m_t}+\frac{\hbar^2q^2}{2m_l}.
\]
The subband edges are the values at \(q=0\).

## Solutions sorted by parity

In polar coordinates, insert \(f(r)\cos n\theta\) or \(f(r)\sin n\theta\) into the equation. The angular derivative gives \(-n^2\), so
\[
f''+\frac1r f'+\left(k^2-\frac{n^2}{r^2}\right)f=0 ,
\]
whose solution finite at the origin is \(J_n(kr)\).

The reflection \(y\to-y\) sends \(\theta\) to \(-\theta\): cosines are even, sines odd. The reflection \(x\to-x\) sends \(\theta\) to \(\pi-\theta\), and
\[
\cos n(\pi-\theta)=(-1)^n\cos n\theta,
\]
\[
\sin n(\pi-\theta)=-(-1)^n\sin n\theta .
\]
The four classes are therefore:

- \(x\) even, \(y\) even: cosines with even \(n\);
- \(x\) odd, \(y\) even: cosines with odd \(n\);
- \(x\) even, \(y\) odd: sines with odd \(n\);
- \(x\) odd, \(y\) odd: sines with even \(n\ge2\).

Both reflections map the stadium to itself and commute with the Laplacian. Eigenfunctions can thus be chosen with definite parities, and each class can be searched separately. Within a class, values on one quarter of the boundary fix the rest up to sign.

## What the joints require

The tangent is continuous where a straight side meets an arc, but the curvature jumps from \(0\) to \(1/R\). This leaves a weak singularity that the regular functions represent slowly.

At the upper right joint \((a,R)\), let \(X\) point back along the straight side and \(Y\) into the sheet, with \(X=\rho\cos\phi\) and \(Y=\rho\sin\phi\). The boundary is \(Y=0\) for \(X>0\). For \(X<0\) it is
\[
Y=R-\sqrt{R^2-X^2}=\frac{X^2}{2R}+\dots
\]
Write \(\psi=gY+v\), where \(g\) is the normal slope at the joint. Setting \(\psi=0\) on the boundary requires, to order \(\rho^2\),
\[
v=0\ (\phi=0),\qquad v=-\frac{g\rho^2}{2R}\ (\phi=\pi).
\]
At this order \(v\) is harmonic, because the source \(-k^2gY\) affects \(\psi\) only at order \(\rho^3\). With \(\zeta=X+iY\), a suitable harmonic function is
\[
\operatorname{Im}(\zeta^2\ln\zeta)=\rho^2(\ln\rho\,\sin2\phi+\phi\cos2\phi),
\]
which equals \(0\) at \(\phi=0\) and \(\pi\rho^2\) at \(\phi=\pi\). Hence
\[
v=-\frac{g}{2\pi R}\operatorname{Im}(\zeta^2\ln\zeta)+b\rho^2\sin2\phi ,
\]
where the \(b\) term is regular and vanishes on both sides.

A Helmholtz solution with this behaviour comes from letting the Bessel order vary. The function \(J_\nu(k\rho)\sin\nu\phi\) solves the equation for any real \(\nu>0\), away from a cut that can be placed outside the sheet. Near the joint, \(J_\nu(k\rho)\approx(k\rho/2)^\nu/\Gamma(\nu+1)\). Differentiating with respect to \(\nu\) at \(\nu=2\) gives
\[
\frac{k^2}{8}\left[\operatorname{Im}(\zeta^2\ln\zeta)+C\rho^2\sin2\phi\right],
\]
with \(C\) independent of position. In practice I use
\[
S_2=\frac{J_{2+h}(k\rho)\sin[(2+h)\phi]-J_{2-h}(k\rho)\sin[(2-h)\phi]}{2h}
\]
with \(h=10^{-3}\). As a sum of two solutions it still satisfies the Helmholtz equation; the finite \(h\) only approximates the logarithm.

Similar functions about orders 3 and 4 are added to help with higher terms, though they need not capture all of them. Each is summed over the four joints with the signs of its parity class.

## From boundary values to a usable singular value

Choose \(N_B\) boundary and \(N_I\) interior points in one quarter of the sheet. Divide boundary rows by \(\sqrt{N_B}\) and interior rows by \(\sqrt{N_I}\), so that vector norms become root-mean-square values. Scale each column of the stacked matrix \(A=(A_B;A_I)\) to unit norm.

High-order Bessel columns are nearly dependent. When \(kr\) is small compared with \(n\), \(J_n(kr)\) is nearly proportional to \(r^n\), so after scaling, neighbouring high orders are both concentrated near the ends and look alike. Their differences are small at the boundary and inside. This is the two-dimensional form of the disguised cosine.

Factor \(A=USV^T\), discard singular values below \(10^{-10}\) of the largest, and call the retained columns \(Q=(Q_B;Q_I)\). A unit vector \(g\) now describes a sampled function with
\[
\|Q_Bg\|^2+\|Q_Ig\|^2=1 .
\]
Let \(\sigma\) be the smallest singular value of \(Q_B\), and let \(t=\|Q_Bg\|/\|Q_Ig\|\) be the ratio of boundary to interior size. Dividing \(\|Q_Bg\|^2\) by the unit sum gives
\[
\|Q_Bg\|^2=\frac{t^2}{1+t^2}.
\]
The right side increases with \(t\), so minimizing either quantity minimizes the other, and \(\sigma^2=t_{\min}^2/(1+t_{\min}^2)\). The coefficients of the original scaled columns are \(c=VS^{-1}g\), with only retained directions included.

## How far can a small residual be from a level?

Suppose \(u\) satisfies \(-\nabla^2u=\lambda u\), with \(\lambda=k^2\), but is not quite zero on the boundary. Let \(w\) be the harmonic function with the same boundary values. Then \(u-w\) vanishes on the boundary and \(-\nabla^2(u-w)=\lambda u\).

Let \(\varphi_j\) be the normalized eigenfunctions, with eigenvalues \(\lambda_j\), and let \((f,g)\) denote the integral of \(fg\) over \(\Omega\). Green's identity has no boundary term, since \(u-w\) and \(\varphi_j\) both vanish there:
\[
\lambda(u,\varphi_j)=\lambda_j(u-w,\varphi_j).
\]
Rearranging,
\[
(\lambda_j-\lambda)(u,\varphi_j)=\lambda_j(w,\varphi_j).
\]
Put \(d=\min_j|\lambda_j-\lambda|/\lambda_j\). Then \(|(w,\varphi_j)|\ge d\,|(u,\varphi_j)|\) for every \(j\). Squaring and summing over the complete set gives \(\|w\|\ge d\|u\|\). A harmonic function is largest in magnitude on the boundary, so \(\|w\|\le\sqrt A\max_{\partial\Omega}|u|\), and
\[
d\le\frac{\sqrt A\,\max_{\partial\Omega}|u|}{\|u\|}.
\]
The slab shows its strength. There \(\sqrt A\) becomes \(\sqrt T\). For \(u=\cos kx\) with \(k\) one per cent above \(\pi/T\), the wall value has size \(\sin(0.005\pi)=0.0157\), and \(\|u\|\approx\sqrt{T/2}\). The bound is about \(0.0157\sqrt2=0.022\), while the true relative distance is \(1.01^2-1=0.0201\).

The inequality guarantees a nearby level. It does not say how many there are.

## The algorithm

1. Start the scan at \(k=\pi/T\). The stadium lies inside a \(W\times T\) rectangle, and its functions extended by zero are allowed trial functions there. The lowest stadium eigenvalue is therefore at least \(\pi^2/T^2+\pi^2/W^2\).
2. For each parity class and trial \(k\), build the stacked matrix and compute \(\sigma(k)\).
3. Bracket each local minimum by its neighbouring grid points and refine it by one-dimensional minimization.
4. Accept the minimum if \(\sigma<10^{-3}\), and evaluate the error bound on finer sets of points.
5. Merge the four lists.

Two levels of one class closer than the grid can resolve may appear as one minimum, so the count needs separate evidence.

## A sheet 5 nm thick and 15 nm wide

Here \(R=2.5\) nm, \(a=5\) nm and \(A=69.635\ \text{nm}^2\). With \(m_t=0.19\,m_0\), where \(m_0\) is the free-electron mass, \(\hbar^2/2m_t=200.525\ \text{meV nm}^2\). I used 90 boundary points, 60 interior points, and 16 regular plus 3 joint functions per class. The scan ran from 0.6283 to 1.3908 nm\(^{-1}\) in steps of 0.0125 nm\(^{-1}\).

| Level | Parity \(x,y\) | \(k\) (nm\(^{-1}\)) | \(E\) (meV) | \(\sigma/10^{-6}\) |
|---|---|---|---|---|
| 1 | even, even | 0.66596 | 88.93 | 2.6 |
| 2 | odd, even | 0.76747 | 118.11 | 4.1 |
| 3 | even, even | 0.91075 | 166.33 | 3.9 |
| 4 | odd, even | 1.07805 | 233.05 | 1.9 |
| 5 | even, even | 1.25855 | 317.62 | 1.0 |
| 6 | even, odd | 1.27812 | 327.58 | 4.0 |
| 7 | odd, odd | 1.34020 | 360.17 | 6.4 |

For the first level, \(200.525\times0.66596^2=88.93\) meV. The enclosing rectangle would give
\[
200.525\,\pi^2\left(\frac1{5^2}+\frac1{15^2}\right)=87.96\ \text{meV},
\]
so rounding the ends raises this level by about 1 meV at fixed width and thickness. In the opposite limit, \(a\to0\), the sheet becomes a disc. Its lowest state is \(J_0(kr)\) with \(kR=2.405\), and one regular function suffices.

The largest relative error bound in the table is \(3.6\times10^{-5}\), for level 7, or 0.013 meV. The boundary maximum was sampled at 800 points, so this is a numerical estimate of the bound rather than a certified one.

For the count, I made a Rayleigh–Ritz calculation on the whole stadium without using parity. Its trial functions are piecewise polynomials multiplied by
\[
\omega=1-\frac{y^2+d_x^2}{R^2},\qquad d_x=\max(|x|-a,0),
\]
which vanishes on the boundary. It also gives seven levels in the scanned range, differing from the energies found above, before rounding, by at most \(4.6\times10^{-8}\) relative. Reducing the polynomial basis changes the Ritz values by up to \(3.0\times10^{-7}\). This supports the completeness of the list, without proving it.

Parity helps most at levels 5 and 6. They are 10 meV apart, but only 0.0196 nm\(^{-1}\) in \(k\), or 1.6 scan steps. On a single curve one of the two minima could be missed at this step, depending on where the grid points fall; in separate classes they do not compete.

The interior points matter just as clearly. At \(k=0.7884\) nm\(^{-1}\), midway between levels 1 and 3, the even-even class gives \(\sigma=0.390\), a firm rejection. Boundary data alone give a smallest singular value of \(6.3\times10^{-7}\). The corresponding function has an interior rms of \(1.1\times10^{-7}\): it is small everywhere. At the true level 1, boundary data alone give \(3.0\times10^{-7}\), only a factor of two smaller, so the size of this number does not single out the level.

The joint functions improve the boundary fit. For level 1, 19 regular functions reach \(\sigma=1.7\times10^{-4}\), while 16 regular plus 3 joint functions reach \(2.6\times10^{-6}\). Both give 88.9328 meV. The identity above shows why this is possible: the eigenvalue error depends on the overlap of \(w\) with \(\varphi_j\), which can be much smaller than \(w\) itself. The program does not measure this overlap separately.

## The model beside a real sheet

A thickness near 5 nm is typical of silicon nanosheet transistors; 15 nm is towards the narrow end of their widths. The material parameters here are rough typical values, and each effect below is estimated separately, so the shifts should not simply be added.

**Other valleys.** With \(m_l=0.92\,m_0\) along the thickness, the Ritz method gives a lowest level of 25.75 meV, well below 88.9 meV. The table is therefore one valley pair's ladder, not the sheet's full conduction-band ladder. Channels often run along a face diagonal instead. The valley pair treated here then has inverse width mass \((1/m_l+1/m_t)/2\), about 60% of \(1/m_t\). In the enclosing rectangle, whose width term is 8.8 meV, this lowers the first level by about 3.5 meV; in the stadium the shift is slightly larger.

**Oxide penetration.** This is a large correction. For a 3.1 eV barrier and oxide mass \(m_{ox}=0.5\,m_0\), the decay length is \(1/\kappa=0.157\) nm, neglecting the level energy beside the barrier. Continuity of \(\psi\) and of its normal derivative divided by mass makes the inner solution extrapolate to zero at a distance
\[
\delta=\frac{m_{ox}}{m_t\kappa}=0.413\ \text{nm}
\]
beyond the wall. For a 5 nm slab, shifting the walls by \(\delta\) gives 58.3 meV, against 58.4 meV from the finite-well equation. The same shift applied to the stadium lowers level 1 from 88.9 to 67.2 meV.

**Nonparabolicity.** Using \(E(1+\alpha_{np}E)=E_0\), where \(E_0\) is the parabolic energy and \(\alpha_{np}=0.5\ \text{eV}^{-1}\), lowers level 1 by 3.6 meV and level 7 by 49 meV.

**Channel charge.** Spread \(n=10^{13}\ \text{cm}^{-2}\) evenly through the thickness, with equal fields at the two broad faces. For relative permittivity \(\varepsilon_r=11.7\), the face field is \(F=en/(2\varepsilon_r\varepsilon_0)=0.77\) MV/cm. The field falls linearly to zero at the centre, so the potential-energy difference is \(eFT/4=97\) meV. The energy is lower at the faces, by an amount growing as \((2y/T)^2\). In the lowest slab state, with density \((2/T)\cos^2(\pi y/T)\), the average of \((2y/T)^2\) is \(1/3-2/\pi^2=0.131\). To first order the slab level therefore drops by about 13 meV relative to a constant potential equal to the centre value. The number depends on the even spread: if the same charge follows the \(\cos^2\) density instead, the centre-to-face difference is 136 meV and the drop is about 22 meV. Levels with the same thickness motion shift nearly alike only if the potential varies with \(y\) alone. When the gate also surrounds the rounded ends, the energy falls towards them as well. With the same even charge and the whole wall of the stadium at one potential, levels 1 to 5 drop by about 18, 24, 26, 28 and 29 meV relative to the centre value, so the gap between levels 1 and 2 shrinks by 6 to 7 meV. Both positions and spacings at this density need a self-consistent two-dimensional potential.

**Temperature.** At 300 K, \(k_BT_{\rm temp}=25.9\) meV, close to the 29 meV gap between levels 1 and 2. Transport at room temperature can therefore involve several subbands even when their hard-wall energies are computed accurately.
